# Complementary Thin Gratings: Opposite Diffraction Orders and a Shared Zeroth Order

Two gratings have the same period of 800 nm. One has openings 300 nm wide, the other 500 nm wide, so the second has five thirds of the open area of the first. Under the same illumination, with unit incident amplitude and idealized masks that simply pass or block the light at each point, their first diffraction orders nevertheless have the same intensity, 0.08648. Their second orders also agree, at 0.01267. The zeroth orders differ: 0.140625 for the narrow openings and 0.390625 for the wide ones.

The explanation is that the openings of one grating are the opaque parts of the other. The theorem below concerns amplitudes, and the equal intensities follow from it.

## Setting and conventions

The grating lies in the plane $z=0$, is uniform along $y$, and repeats along $x$ with period $p$. Light travels towards positive $z$. The time factor is $e^{-i\omega t}$, and the wavenumber in vacuum is $k=\omega/c$. In atomic units $c\approx137.036$, and $\omega$ is also the photon energy.

Three assumptions define the model.

1. The light is monochromatic and is described by one scalar field $U(x,z)$.
2. The mask is thin in the following sense: the field just behind it is the incident field multiplied, point by point, by a transmission $t(x)$. Zero thickness alone does not ensure this, because the edges of a conducting sheet also disturb the field.
3. The grating is infinite and binary: $t=1$ in the openings and $t=0$ elsewhere.

The incident field at the mask is $Ae^{iu_0x}$, where $u_0=k\sin\theta_0$ and $\theta_0$ is the angle of incidence. The complementary grating, in the same position, has transmission $1-t(x)$. Call the original grating A and its complement B.

With $G=2\pi/p$, the Fourier series of the transmission is
$$t(x)=\sum_m c_m e^{imGx},\qquad c_m=\frac1p\int_0^p t(x)e^{-imGx}\,dx .$$
At the edges, where $t$ jumps, the series is understood in the mean-square sense. The values at these isolated points do not affect the integrals.

## Two lemmas

**Lemma 1 (orthogonality).** For every integer $m$,
$$\frac1p\int_0^p e^{-imGx}\,dx=\delta_{m0}.$$

*Proof.* For $m=0$ the integrand is 1, and the average is 1. For $m\ne0$,
$$\frac1p\int_0^p e^{-imGx}\,dx=\frac{1-e^{-imGp}}{imGp}=\frac{1-e^{-2\pi im}}{2\pi im}=0 .$$
$\square$

**Lemma 2 (orders behind the mask).** If the field at $z=0$ is $\sum_m a_m e^{iu_mx}$ with $u_m=u_0+mG$, the field behind the mask is
$$U(x,z)=\sum_m a_m e^{iu_mx+iq_mz},\qquad q_m=\sqrt{k^2-u_m^2},$$
with $q_m\ge0$ if it is real and $\operatorname{Im}q_m>0$ otherwise.

*Proof.* In free space the field satisfies $(\partial_x^2+\partial_z^2+k^2)U=0$. Insert a term $e^{iu_mx}g_m(z)$. The two $x$ derivatives give $-u_m^2$, so
$$g_m''+(k^2-u_m^2)g_m=0 .$$
For $q_m\neq0$ the solutions are $e^{iq_mz}$ and $e^{-iq_mz}$. With the time factor $e^{-i\omega t}$, the first travels away from the mask when $q_m$ is real and decays when $q_m$ is imaginary. The second comes in from infinity or grows, and is excluded. If $q_m=0$, the solutions are a constant and a multiple of $z$, and the bounded one is the constant. The value at $z=0$ fixes the coefficient $a_m$. $\square$

The factor $e^{iq_mz}$ depends on the period, wavelength and angle of incidence, but not on the widths of the openings. A grating and its complement therefore share it.

## The theorem

**Theorem.** Let $a_m$ and $b_m$ be the order amplitudes of gratings A and B, referred to the plane $z=0$. Under the three assumptions,
$$a_m+b_m=A\,\delta_{m0}.$$
Thus $b_m=-a_m$ for every $m\ne0$, and $a_0+b_0=A$.

*Proof.* Behind grating A the field is
$$At(x)e^{iu_0x}=\sum_m Ac_m e^{i(u_0+mG)x},$$
so $a_m=Ac_m$. Behind grating B it is $A[1-t(x)]e^{iu_0x}$. The coefficient of its order $m$ is
$$b_m=\frac Ap\int_0^p[1-t(x)]e^{-imGx}\,dx=A(\delta_{m0}-c_m),$$
where Lemma 1 was used for the first term. Adding $a_m=Ac_m$ gives the result. By Lemma 2, both amplitudes of order $m$ acquire the same factor on propagation, so the cancellation holds at every distance. $\square$

Physically, the two exit fields together make the unpatterned wave, which contains the zeroth order alone. Whatever A sends into another order must be cancelled by B. For complex amplitudes, "opposite sign" means a phase difference of $\pi$. If $a_m=0$ for some $m\ne0$, then $b_m=0$ too.

The theorem was tested together with the propagation factor of Lemma 2. The field at a distance of 500 nm was built up, without using that factor, by the Rayleigh–Sommerfeld integral, which adds the waves sent out by all points of the openings. The test grating had two unequal openings per 800 nm period, from 40 to 190 nm and from 310 to 620 nm. The incident wave had $A=1.3e^{0.4i}$ and $u_0=0.1k$, with $k$ evaluated at 193 nm. For convergence, the wavenumber in the medium was multiplied by $1+0.02i$. Orders $-3$ to $3$ were extracted from this field and divided by $e^{iq_mz}$, with the same complex wavenumber in $q_m$, to refer them to the mask. They agreed with the predicted values for both gratings to about $10^{-15}$.

## One opening per period

**Corollary 1.** Let grating A have one opening of width $w=fp$, centred at $x=0$. Then $c_0=f$, and for $m\ne0$
$$c_m=\frac{\sin(\pi mf)}{\pi m}.$$

*Proof.* The average of $t$ is $w/p=f$. For $m\ne0$,
$$c_m=\frac1p\int_{-w/2}^{w/2}e^{-imGx}dx=\frac{e^{imGw/2}-e^{-imGw/2}}{imGp}=\frac{2\sin(mGw/2)}{mGp}.$$
Since $Gp=2\pi$ and $Gw/2=\pi f$, the result follows. $\square$

The complement can be calculated directly from its own opening, which has width $(1-f)p$ and is centred at $p/2$. The displaced centre gives a factor $e^{-imGp/2}=(-1)^m$, so
$$\frac{b_m}{A}=(-1)^m\frac{\sin[\pi m(1-f)]}{\pi m}.$$
The sine of a difference is
$$\sin(\pi m-\pi mf)=\sin(\pi m)\cos(\pi mf)-\cos(\pi m)\sin(\pi mf)=-(-1)^m\sin(\pi mf).$$
The two factors $(-1)^m$ multiply to 1, leaving $b_m/A=-c_m$.

For the opening example $f=300/800=0.375$. With $A=1$ the first two orders are
$$a_1=\frac{\sin(0.375\pi)}{\pi}=0.29408,\qquad a_2=\frac{\sin(0.75\pi)}{2\pi}=0.11254.$$
The complement has $b_1=-0.29408$ and $b_2=-0.11254$. The zeroth amplitudes are $0.375$ and $0.625$, which add to 1.

Two limits are useful. For a narrow slit with $\pi |m|f\ll1$, $c_m\approx f$: the low orders of the slit are nearly equal, and those of the complementary narrow wire are $-f$, apart from its large zeroth order $1-f$. For $f=1/2$, the nonzero even orders vanish in both gratings and the zeroth amplitudes are equal.

## Intensity, power and images

**Corollary 2.** The intensities $|a_m|^2$ and $|b_m|^2$ agree for every $m\ne0$. For any binary grating with open fraction $f$,
$$\sum_{m\ne0}|c_m|^2=f(1-f).$$

*Proof.* The first statement follows from $b_m=-a_m$. For the second, write $|t|^2$ as a double sum and average over a period:
$$\frac1p\int_0^p|t|^2dx=\sum_{m,n}c_m^*c_n\frac1p\int_0^pe^{-i(m-n)Gx}dx=\sum_m|c_m|^2 .$$
Because $t$ is 0 or 1, $|t|^2=t$, and the left side is $f$. Subtracting $|c_0|^2=f^2$ leaves $f-f^2$. $\square$

Exchanging $f$ and $1-f$ leaves this sum unchanged. In the example it is $0.375\times0.625\approx0.2344$. It includes evanescent orders, so it is not the diffracted power. The scalar power flow along $z$ is proportional to $\operatorname{Im}(U^*\partial_zU)$, which for a single propagating order equals $q_m|a_m|^2$. Since $q_m$ is shared, the powers of corresponding nonzero orders also agree.

**Remark (images).** Suppose a lens blocks the zeroth order and treats all other orders identically for both masks. The two image fields then differ by an overall sign, and their intensities are the same everywhere.

If the zeroth order passes, the images differ. Take normal incidence, and let an ideal scalar lens pass orders $0$ and $\pm1$. In mask coordinates the image fields are
$$E_A=0.375+0.588\cos Gx,\qquad E_B=0.625-0.588\cos Gx .$$
At $x=0$ the intensities are $0.963^2\approx0.93$ and $0.037^2\approx0.001$. At $x=p/2$ they are $(-0.213)^2\approx0.05$ and $1.213^2\approx1.47$. The fields add to 1 at both points, but the intensities do not. One image is therefore not the photographic negative of the other.

## Position, leakage and finite width

**Remark (position).** If grating B is shifted by $s$, its transmission becomes $1-t(x-s)$. Replacing $x$ by $x+s$ in the Fourier integral multiplies order $m$ by $e^{-imGs}$:
$$b_m^{(s)}=-a_me^{-imGs}\qquad(m\ne0).$$
For $s=p/2$ this is $(-1)^{m+1}a_m$, so the odd orders have equal signs. Equal magnitudes survive any shift, whereas the sign rule for all nonzero orders requires the masks to be in register.

**Proposition 1 (uniform leakage).** Let the dark regions transmit a complex amplitude $\tau$ relative to the openings. Then
$$a_m+b_m=A(1+\tau)\delta_{m0}.$$

*Proof.* The two transmissions are
$$t_A=t+\tau(1-t)=\tau+(1-\tau)t,\qquad t_B=(1-t)+\tau t=1-(1-\tau)t .$$
Their orders are $a_m=A[\tau\delta_{m0}+(1-\tau)c_m]$ and $b_m=A[\delta_{m0}-(1-\tau)c_m]$. The terms in $c_m$ cancel. $\square$

Leakage thus changes the zeroth-order sum but preserves the sign rule in the other orders. In the special case $\tau=-1$, the masks transmit everywhere with opposite phases, $t_B=-t_A$, and even the zeroth orders cancel.

**Remark (finite width).** If the masks are illuminated over a width $L=Np$, with $N$ a whole number, the summed exit field is a uniform strip. At a tangential wavenumber differing from $u_0$ by $\kappa$, its amplitude is proportional to
$$\int_{-L/2}^{L/2}e^{-i\kappa x}dx=\frac{2\sin(\kappa L/2)}{\kappa}.$$
At $\kappa=mG$ with $m\ne0$ the sine is $\sin(\pi mN)=0$, and the cancellation survives. Between the orders it is generally incomplete.

## A mask of finite thickness

A real absorber has thickness, and its edges disturb the field. To size this effect, Maxwell's equations were solved for the same two patterns at normal incidence. The wavelength was 193 nm (photon energy 6.424 eV). The absorber was 70 nm deep with index $0.84+1.65i$, on glass of index 1.56; these inputs were chosen for the example and represent chrome on fused silica only roughly. Light came from the glass, and the openings were filled with air.

Amplitudes are taken at the exit face, relative to a clear mask with the absorber layer replaced by air. In TE polarization the electric field lies along the lines; in TM polarization the magnetic field does. A uniform absorber film gives $\tau=0.0253-0.0173i$, so $|\tau|=0.0307$. The sums of the two masks' amplitudes are:

| Order | Thin | TE | TM |
|---|---|---|---|
| 0 | 1 | $0.9949-0.1129i$ | $0.9817+0.0235i$ |
| 1 | 0 | $-0.0140-0.0370i$ | $-0.0176+0.0165i$ |
| 2 | 0 | $0.0376+0.0709i$ | $0.0303-0.0373i$ |

The digits belong to the model with exactly these inputs. Refining the solver changed single amplitudes by at most 0.00003 in TE and 0.0003 in TM, so the last TM digit is uncertain.

Leakage cannot explain the last two rows, by Proposition 1. The next result relates them to the first row.

**Proposition 2 (isolated edges, leading order).** At normal incidence with $A=1$, assume that each edge adds its own correction to the leaky thin-mask field, independent of the other edges. Assume also that this correction extends over a distance much smaller than $1/(|m|G)$. Then the remainder
$$r_m=a_m+b_m-(1+\tau)\delta_{m0}$$
satisfies, for one opening per period,
$$r_m\approx r_0\cos(\pi mf),\qquad r_0=\frac{4S}{p},$$
where $S$ is the integral of the correction across one edge.

*Proof.* Let $\eta(\xi)$ be the correction at distance $\xi$ from an edge, counted positive towards the absorber. Define
$$F(u)=\int\eta(\xi)e^{-iu\xi}d\xi .$$
In grating A the absorber lies to the right of the edge at $w/2$, so $\xi=x-w/2$. At $-w/2$ it lies to the left, so $\xi=-(x+w/2)$. At normal incidence the two edges are mirror images, and the same $\eta$ serves for both. Their contribution to order $m$ is
$$\frac1p\left[e^{-i\pi mf}F(mG)+e^{i\pi mf}F(-mG)\right].$$
In grating B absorber and opening are exchanged at each edge, which reverses $\xi$ and gives
$$\frac1p\left[e^{-i\pi mf}F(-mG)+e^{i\pi mf}F(mG)\right].$$
Adding the two lines and collecting the exponentials,
$$r_m=\frac{2\cos(\pi mf)}p\left[F(mG)+F(-mG)\right].$$
For a short-ranged correction both values of $F$ are close to $F(0)=S$. This gives $r_m\approx(4S/p)\cos(\pi mf)$, and $m=0$ identifies $r_0$. $\square$

The estimate can be compared with the table. For TE, subtracting $1+\tau$ from the zeroth-order sum gives $r_0=-0.0304-0.0956i$. The cosines are $\cos(0.375\pi)=0.383$ and $\cos(0.75\pi)=-0.707$. The predictions are therefore
$$r_1\approx-0.012-0.037i,\qquad r_2\approx0.021+0.068i .$$
For TM, $r_0=-0.0436+0.0408i$, which predicts
$$r_1\approx-0.017+0.016i,\qquad r_2\approx0.031-0.029i .$$
Relative to the magnitude of the computed remainder, the error in order 1 is about 6% for TE and 5% for TM, and in order 2 about 20% and 18%. The estimate thus accounts for most of the failure, including its change of sign between orders 1 and 2. The larger error in order 2 is in keeping with the short-range assumption, which weakens as $|m|G$ grows. Because $r_0$ is taken from the same calculation, the comparison tests the ratios between orders; it does not show that the edges are fully isolated at this period.

The proposition also predicts that $r_0$ falls as $1/p$ when $f$, the absorber depth and the wavelength are held fixed. On raising the period from 800 to 3200 nm, the largest remainder among orders 0 to 2 fell from 0.1003 to 0.0238 for TE and from 0.0597 to 0.0165 for TM. A factor of four would give 0.0251 and 0.0149. In each case the largest remainder is $r_0$. The law holds closely only at long periods: $p|r_0|$ stays within 1% of 76 nm for TE and of 53 nm for TM at 3200 and 6400 nm, but at periods sampled between 400 and 900 nm it ranges from about 70 to 87 nm for TE and from 42 to 59 nm for TM. At 800 nm the long-period value of $r_0$, scaled as $1/p$, misses the computed one by about 9% for TE and 15% for TM, so the edges are not fully isolated at this period.

In TM the zeroth-order sum misses 1 by 0.0298, less than the edge remainder of 0.0597. The leakage is opposite in sign to that remainder in both its real and imaginary parts, and cancels some of it. A nearly correct sum is therefore no proof that the mask behaves as thin.

## What this means for a lithography mask

The example corresponds to a chrome mask used at 193 nm with fourfold reduction, so its 800 nm period becomes 200 nm on the wafer. This is a relaxed pattern; the densest patterns printed at this wavelength have periods less than half as large. If the $1/p$ estimate is extrapolated to half the period, the edge remainder doubles, but the assumption of isolated edges then becomes less secure. The calculation also leaves out the layered structure of real absorbers, sloping or rough edges, and the range of illumination angles in a scanner.

The assumption examined here is point-by-point transmission. The absorber depth is more than a third of the wavelength, and even a very thin conducting mask would disturb the field at its edges. In order 1 the uncancelled amplitude is about 13% of the thin-mask amplitude for TE and 8% for TM, and the intensity of B exceeds that of A by about 9% and 13%. In order 2 the uncancelled amplitude reaches about 71% and 43%, and the intensity of B is below that of A by about a third and two fifths. Order 2 suffers more for two main reasons: its thin-mask amplitude is smaller, 0.113 against 0.294, and the magnitude of its edge factor is larger, 0.707 against 0.383.

For this pair of masks, the theorem is thus a fair first estimate of the first order and a poor one of the second. At normal incidence, however, the second order leaves the mask at an angle whose sine is 0.48, whereas a fourfold-reduction lens of numerical aperture 1.35 accepts sines only up to about 0.34. The second order then does not reach the wafer. Tilted illumination can bring it into the lens, but the thick-mask amplitudes would have to be recalculated for that angle. The remaining values are listed in the numerical output.

## Calculated quantities

```
wavelength = 193 nm; photon energy = 6.424 eV
speed of light = 137.036 atomic units
mask period = 800 nm; opening A = 300 nm
opening B = 500 nm; open fraction A = 0.3750
absorber depth = 70 nm (rough)
absorber index = 0.84 + 1.65i (rough)
glass index = 1.56 (rough)
Thin masks, incident amplitude 1 (dimensionless):
order 0: angle = 0.00 deg; A = +0.37500; B = +0.62500; sum = 1.00000
  intensities |A|^2 = 0.14063; |B|^2 = 0.39062
order 1: angle = 13.96 deg; A = +0.29408; B = -0.29408; sum = 0.00000
  intensities |A|^2 = 0.08648; |B|^2 = 0.08648
order 2: angle = 28.85 deg; A = +0.11254; B = -0.11254; sum = 0.00000
  intensities |A|^2 = 0.01267; |B|^2 = 0.01267
highest propagating order in air = 4
mean-square amplitude, all nonzero orders = 0.23437
direct propagation, largest error A = 1.4e-15, B = 1.1e-15
Thick masks, amplitudes relative to clear mask (dimensionless):
leakage tau = +0.0253 -0.0173i; |tau| = 0.0307
TE order 0: |A| = 0.3801; |B| = 0.6218; A+B = +0.9949 -0.1129i
  |A+B-1| = 0.1130; after leakage removed = 0.1003
TE order 1: |A| = 0.2859; |B| = 0.2989; A+B = -0.0140 -0.0370i
  |A+B| / thin |A| = 13.4 %; intensity ratio B/A = 1.093
TE order 2: |A| = 0.1374; |B| = 0.1119; A+B = +0.0376 +0.0709i
  |A+B| / thin |A| = 71.3 %; intensity ratio B/A = 0.663
TE largest change on refining the solver = 2.8e-05
TE largest remainder after leakage, orders 0 to 2: 0.1003 at 800 nm, 0.0238 at 3200 nm
TM order 0: |A| = 0.3681; |B| = 0.6139; A+B = +0.9817 +0.0235i
  |A+B-1| = 0.0298; after leakage removed = 0.0597
TM order 1: |A| = 0.2756; |B| = 0.2928; A+B = -0.0176 +0.0165i
  |A+B| / thin |A| = 8.2 %; intensity ratio B/A = 1.128
TM order 2: |A| = 0.1229; |B| = 0.0940; A+B = +0.0303 -0.0373i
  |A+B| / thin |A| = 42.7 %; intensity ratio B/A = 0.585
TM largest change on refining the solver = 3.2e-04
TM largest remainder after leakage, orders 0 to 2: 0.0597 at 800 nm, 0.0165 at 3200 nm
```
